# The R⁻⁷ Dispersion Term: Origin, Symmetry, Averaging and Origin Shifts, part 2

The dispersion energy of two molecules A and B, with clamped nuclei, is a series in $1/R$ at large separation. The question here is how its $R^{-7}$ term depends on the orientations of the molecules and on the origins chosen in them.

The vector $\mathbf R=R\,\mathbf n$, with $\mathbf n$ a unit vector, runs from the origin of A to that of B. SI units are used, with $k=1/(4\pi\varepsilon_0)$; the numerical example uses atomic units, with energy in $E_{\rm h}$ and length in $a_0$. Repeated Cartesian subscripts are summed. The derivatives $T_{ab\dots}=\partial_a\partial_b\cdots(1/R)$, where $\partial_a=\partial/\partial R_a$, are symmetric and traceless in all their subscripts. Charges $q_i$ at positions $\mathbf r_i$ from a molecule's origin have the dipole and quadrupole moments

$$\mu_a=\sum_i q_i r_{ia},\qquad \Theta_{ab}=\tfrac12\sum_i q_i\left(3r_{ia}r_{ib}-r_i^2\delta_{ab}\right). \tag{1}$$

Each molecule has a non-degenerate ground state $|0\rangle$ and excited states $|m\rangle$ at energies $\hbar\omega_m$ above it, with real wavefunctions. The Coulomb interaction $V$ between the molecules is treated as instantaneous, and their charge clouds do not overlap. With $m$ a state of A and $n$ a state of B, the dispersion energy is

$$E_{\rm disp}=-\sum_{m\ne0}\sum_{n\ne0}\frac{|\langle00|V|mn\rangle|^2}{\hbar(\omega_m+\omega_n)}. \tag{11}$$

The dipole and dipole-quadrupole polarizabilities at imaginary frequency $i\xi$ are

$$\alpha_{ab}(i\xi)=\frac2\hbar\sum_{m\neq0}\frac{\omega_m\langle0|\mu_a|m\rangle\langle m|\mu_b|0\rangle}{\omega_m^2+\xi^2}, \tag{16}$$

$$A_{a,bc}(i\xi)=\frac2\hbar\sum_{m\neq0}\frac{\omega_m\langle0|\mu_a|m\rangle\langle m|\Theta_{bc}|0\rangle}{\omega_m^2+\xi^2}. \tag{17}$$

Here $\alpha_{ab}$ is symmetric, $A_{a,bc}$ is symmetric and traceless in $bc$, and

$$A_{a,bc}(i\xi)=0\quad\text{with the origin at an inversion centre.} \tag{23}$$

The first two dispersion terms are

$$E_6=-\frac{\hbar k^2}{2\pi}T_{ab}T_{cd}\int_0^\infty\alpha^A_{ac}\alpha^B_{bd}\,d\xi, \tag{19}$$

$$E_7=-\frac{\hbar k^2}{3\pi}T_{ab}T_{cde}\int_0^\infty\left[\alpha^A_{ac}A^B_{b,de}-A^A_{a,cd}\alpha^B_{be}\right]d\xi. \tag{20}$$

Their coefficients satisfy

$$E_6=-\frac{C_6(\mathbf n)}{R^6},\qquad E_7=-\frac{C_7(\mathbf n)}{R^7}, \tag{21}$$

$$C_6(-\mathbf n)=C_6(\mathbf n),\qquad C_7(-\mathbf n)=-C_7(\mathbf n). \tag{22}$$

If B has $\alpha^B_{be}=\bar\alpha^B\delta_{be}$ and $A^B=0$, then

$$C_7(\mathbf n)=\frac{2\hbar k^2}{\pi}\int_0^\infty\bar\alpha^B\left[2A^A_{a,bc}n_an_bn_c+A^A_{a,ac}n_c\right]d\xi. \tag{26}$$

For a linear A with its axis along $z$, at angle $\theta$ to $\mathbf n$, the independent components are $A_\parallel=A_{z,zz}$ and $A_\perp=A_{x,xz}=A_{y,yz}$, and

$$C_7(\theta)=\frac{2\hbar k^2}{\pi}\int_0^\infty\bar\alpha^B\left[3A_\parallel\cos^3\theta+A_\perp\left(6\cos\theta-4\cos^3\theta\right)\right]d\xi. \tag{30}$$

### Averaging over orientations

Rotate each molecule about its own origin, with $\mathbf R$ fixed and every orientation given equal weight. The tensors of A and B rotate independently, so the average of each product in (20) is a product of averages. It is enough to find the averages of $\alpha$ and $A$.

The average of $A_{a,bc}$ is a tensor $I_{abc}$ that no rotation changes. A half-turn about $z$ reverses $x$ and $y$, so a non-zero component must have an even total number of subscripts $x$ and $y$. Half-turns about the other axes give the same condition for the other pairs. The numbers of subscripts $x$, $y$ and $z$ must then all be even or all be odd. They add up to three, so each must be one. Only components such as $I_{xyz}$ can survive.

A quarter-turn about $x$ exchanges $y$ and $z$ and reverses one of them. Invariance requires $I_{xyz}=-I_{xzy}$. But $A_{a,bc}$ is symmetric in its last two subscripts, and its average is too, so $I_{xyz}=I_{xzy}$. Both conditions hold only if the component is zero. Quarter-turns about $y$ and $z$ remove the other components in the same way. Hence

$$\langle A_{a,bc}\rangle=0,\qquad \langle\alpha_{ab}\rangle=\bar\alpha\,\delta_{ab},\qquad \bar\alpha=\tfrac13\alpha_{aa}. \tag{31}$$

The second result follows because half-turns remove the off-diagonal components, quarter-turns make the diagonal ones equal, and the trace is unchanged by rotation. These arguments used rotations of a cube alone. An average over its 24 rotations therefore already gives (31).

The average of (20) over both molecules is

$$\langle E_7\rangle_{A,B}=0. \tag{32}$$

An average over B alone gives something different. It removes $A^B$ and replaces $\alpha^B$ by its isotropic mean, but leaves $A^A$ intact. The result is (26), or (30) for a linear A, even if B is not spherical. The $R^{-7}$ term can thus survive when one molecule rotates freely and the other is held fixed. It does so when the integral in (26) is non-zero. Non-zero contractions alone do not ensure this, since the two terms in the bracket can cancel, as they do for a linear A at $\theta=0$ when $3A_\parallel+2A_\perp=0$ at every $\xi$. The term also vanishes if A is centrosymmetric about its origin, since then $A^A=0$.

There is a second route to (32). By (22), $C_7$ changes sign with $\mathbf n$, so its average over all directions of $\mathbf n$ vanishes even if the two molecules keep fixed orientations relative to each other.

Equal weighting matters. A thermal weight depends on the whole interaction energy. If that energy contains parts both even and odd in $\mathbf n$, as the electrostatic energy of polar molecules generally does, the weight need not be the same for $\mathbf n$ and $-\mathbf n$, and symmetry no longer forces the weighted average of $E_7$ to vanish.

### Shift of the origins

Move the origin of a molecule by $\mathbf d$, without moving the molecule. Positions relative to the new origin are $\mathbf r'=\mathbf r-\mathbf d$. With total charge $q$, the moments (1) become

$$\mu'_a=\mu_a-qd_a, \tag{33}$$

$$\Theta'_{bc}=\Theta_{bc}-\tfrac32(\mu_bd_c+\mu_cd_b)+\delta_{bc}\mu_ed_e+\text{constant}. \tag{34}$$

The constants, proportional to $q$, have no matrix elements between different states. The transition dipoles and $\alpha$ are therefore unchanged, even for an ion. Insertion of (34) into (17) gives

$$A'_{a,bc}=A_{a,bc}-\tfrac32\left(\alpha_{ab}d_c+\alpha_{ac}d_b\right)+\delta_{bc}\alpha_{ae}d_e. \tag{35}$$

First shift the origin of B by $\mathbf d^B$. In (20) the change in $A^B_{b,de}$ is contracted with $T_{cde}$. The $\delta_{de}$ term vanishes, and the two terms with factor $-\tfrac32$ are equal by the symmetry of $T_{cde}$. At fixed $\mathbf R$ the change is

$$E_7'-E_7=\frac{\hbar k^2}{\pi}T_{ab}T_{cde}\,d^B_e\int_0^\infty\alpha^A_{ac}\alpha^B_{bd}\,d\xi. \tag{36}$$

Compare this with the gradient of (19). Differentiation acts on two factors $T$, and the symmetry of $\alpha^A$ and $\alpha^B$ makes the two contributions equal:

$$d^B_e\partial_eE_6=-\frac{\hbar k^2}{\pi}T_{ab}T_{cde}\,d^B_e\int_0^\infty\alpha^A_{ac}\alpha^B_{bd}\,d\xi. \tag{37}$$

The right-hand sides of (36) and (37) are opposite. For a shift $\mathbf d^A$ of the origin of A, the second product in (20) has the opposite sign and the same calculation gives $+\mathbf d^A\cdot\nabla E_6$. Together,

$$E_7'(\mathbf R)=E_7(\mathbf R)-\mathbf s\cdot\nabla E_6(\mathbf R),\qquad \mathbf s=\mathbf d^B-\mathbf d^A. \tag{38}$$

This is what the physics requires. The new origins are separated by $\mathbf R'=\mathbf R+\mathbf s$, and $E_6(\mathbf R')=E_6(\mathbf R)+\mathbf s\cdot\nabla E_6+O(R^{-8})$. The added term is cancelled by the change in $E_7$, so the energy of the unmoved molecules is unchanged through order $R^{-7}$.

The gradient of $-C_6(\mathbf n)R^{-6}$ has a radial part and an angular part. Let $\nabla_{\mathbf n}C_6$ be the gradient of $C_6$ on the unit sphere, which is perpendicular to $\mathbf n$. Then

$$\nabla E_6=\frac{6C_6\,\mathbf n-\nabla_{\mathbf n}C_6}{R^7}, \tag{39}$$

$$C_7'=C_7+6C_6\,\mathbf s\cdot\mathbf n-\mathbf s\cdot\nabla_{\mathbf n}C_6. \tag{40}$$

The change is proportional to $C_6$ if $C_6$ does not depend on direction, or if $\mathbf s$ lies along $\mathbf n$. In other cases the angular derivative generally contributes as well.

For two centrosymmetric molecules, (40) shows what happens if the origins are displaced from the inversion centres: a non-zero $C_7$ can appear, made entirely from $C_6$ and its derivative. It describes the use of a different distance, not a new interaction.

For a linear A whose origin moves by $d$ along its axis, and an isotropic or freely rotating B, $\mathbf s=-d\,\hat{\mathbf z}$. The direction of increasing $\theta$ has $z$ component $-\sin\theta$, so

$$C_7'(\theta)=C_7(\theta)-d\left[6C_6(\theta)\cos\theta+\sin\theta\,\frac{dC_6}{d\theta}\right]. \tag{41}$$

At $\theta=0$ the choice

$$d_0=\frac{C_7(0)}{6C_6(0)} \tag{42}$$

removes the $R^{-7}$ term. The point so defined may be called the collinear dispersion centre. It depends on the partner, because the partner's polarizability weights the frequencies in both coefficients.

### Hydrogen fluoride and a freely rotating H₂ molecule

Take A to be HF with bond length $1.73\,a_0$, with the $z$ axis from F to H and the origin at the F nucleus. B is H₂ with bond length $1.40\,a_0$, its origin at the bond centre and its orientation averaged with equal weights. The bond lengths are chosen round values. The response functions come from coupled Hartree-Fock theory in the aug-cc-pVDZ basis. No correction is made for correlation beyond this level, basis-set incompleteness or vibration. The digits quoted below are those of this model, kept so that the relations between the coefficients can be checked; they do not indicate the accuracy for the real molecules. The basis is far from complete. In aug-cc-pVTZ with one further diffuse shell of each angular momentum, the static polarizability of HF becomes $5.73$ along the axis and $4.49$ across it (the latter 19% higher), $A_\parallel$ and $A_\perp$ become $4.94$ and $1.49$, $C_6(0)$ and $C_6(90^\circ)$ become $14.3$ and $12.8$, $C_7(0)$ and $C_7(60^\circ)$ become $28.6$ and $9.3$, the midpoint value (43) becomes $-45.7$, the angular share in (44) falls from 4% to 3%, and $d_0$ in (45) becomes $0.33\,a_0$. The signs and the relations between the coefficients are unchanged.

In atomic units, where $\hbar=k=1$, the static polarizability of HF is $5.57$ along the axis and $3.79$ across it; the mean for H₂ is $5.11$. The static dipole-quadrupole components of HF are $A_\parallel=5.40$ and $A_\perp=1.34$. The quadrupole moments induced by a small finite field agree with them.

Integration over frequency gives the following coefficients, with $C_6$ in $E_{\rm h}a_0^6$ and $C_7$ in $E_{\rm h}a_0^7$:

| $\theta$ | $C_6$ | $C_7$ |
|---:|---:|---:|
| 0° | 13.42 | 29.68 |
| 60° | 11.89 | 8.77 |
| 90° | 11.38 | 0.00 |
| 120° | 11.89 | −8.77 |
| 180° | 13.42 | −29.68 |

On the H side, $C_6(0)=1.28\times10^{-78}\ \mathrm{J\,m^6}$ and $C_7(0)=1.50\times10^{-88}\ \mathrm{J\,m^7}$. The symmetry (22) is visible in the table. With distances measured from F, the $R^{-7}$ term increases the attraction on the H side and reduces it on the F side.

Now move the origin of HF to the bond midpoint, $d=0.865\,a_0$ from F. In collinear geometry the angular derivative drops out of (41), and

$$C_7'(0)=29.68-6(0.865)(13.416)=29.68-69.63=-39.95. \tag{43}$$

The same value follows when the response tensor is recalculated about the midpoint. The sign of $C_7$ has changed although nothing physical has moved. A value of $C_7$ has no meaning until the origins are stated.

At $\theta=60^\circ$ both parts of (41) act:

$$C_7'(60^\circ)=8.772-30.848+1.322=-20.754. \tag{44}$$

The second number is the part proportional to $C_6$, and the third comes from $dC_6/d\theta$. The angular part is about 4% of the $C_6$ part in magnitude. It is small here because $C_6$ varies only moderately with angle, but proportionality to $C_6$ alone would give the wrong coefficient.

The collinear dispersion centre (42) lies at

$$d_0=\frac{29.68}{6(13.416)}\,a_0=0.369\,a_0 \tag{45}$$

from F towards H. About this point $C_7(0)$ vanishes, but $C_7(60^\circ)=-3.82\,E_{\rm h}a_0^7$. A single shift along the axis does not remove the whole angular function.

The energies show how the two descriptions fit together. Place the centre of H₂ on the H side, $20\,a_0$ from F. With the origin at F, in units of $10^{-9}E_{\rm h}$,

$$E_6+E_7=-209.6-23.2=-232.8. \tag{46}$$

The $R^{-7}$ term is 11% of the $R^{-6}$ term. With the origin at the midpoint, the distance is $19.135\,a_0$ and

$$E_6'+E_7'=-273.3+42.5=-230.8. \tag{47}$$

The separate terms differ greatly between (46) and (47), while their sums differ by 0.9% of the first sum. The remaining difference comes from cutting off the series. To find its leading part, expand $(R-d)^{-6}=R^{-6}(1+6d/R+21d^2/R^2+\cdots)$ and $(R-d)^{-7}=R^{-7}(1+7d/R+\cdots)$. With $C_7'=C_7-6dC_6$, the $R^{-7}$ terms cancel, and the first sum minus the second is

$$\frac{21d^2C_6+7d(C_7-6dC_6)}{R^8}+O(R^{-9})
=\frac{7dC_7-21d^2C_6}{R^8}+O(R^{-9}). \tag{48}$$

The coefficients here are those at $\theta=0$. The numerator is $179.7-210.8=-31.1$ in atomic units, which gives $-1.2\times10^{-9}E_{\rm h}$ at $20\,a_0$. The full difference is $-2.0\times10^{-9}E_{\rm h}$, so higher powers still matter at this distance. A complete calculation through $R^{-8}$ would include the true $R^{-8}$ coefficient about each origin, and this leading mismatch would cancel. The closeness of the two sums is not a measure of their accuracy. The unexpanded sum over states (11) for the same geometry, averaged over the orientation of H₂, is $-244.6\times10^{-9}E_{\rm h}$, so both sums lack about 5%, which comes from the terms of order $R^{-8}$ and beyond. Retardation, also left out, would weaken the attraction at this distance by roughly 0.6% of the $R^{-6}$ term.

### Numerical check of the general formula

The tensor formula (20) was also tested for two HF molecules in a general relative orientation, with both origins at F. The sum over states (11) was evaluated with unexpanded Coulomb integrals at $\mathbf R$ and $-\mathbf R$. Half the difference of the two energies contains odd powers of $1/R$, and its extrapolation to large $R$ isolates $C_7$. Both this calculation and the formula give $24.96\,E_{\rm h}a_0^7$. This agreement tests the multipole derivation within the chosen electronic-structure model, not the accuracy of that model for real molecules.

Over all pairs of cube rotations of these two molecules, the mean of $C_7$ is zero to rounding error, while its root-mean-square value is $20.8\,E_{\rm h}a_0^7$. The average vanishes by cancellation between orientations. For two H₂ molecules with origins at their centres, $C_7$ is zero within rounding error at the fixed orientation tested. A pair with HF as A and one of these H₂ molecules, held fixed, as B gives $21.0\,E_{\rm h}a_0^7$ at the same $\mathbf n$, which confirms that one centrosymmetric partner is not enough.

## Values computed for the example and the checks

```
bond lengths: HF 1.73 a0, H2 1.40 a0
HF static alpha parallel      5.572 a.u.
HF static alpha perpendicular 3.787 a.u.
H2 static mean alpha          5.110 a.u.
HF static A_par  (origin F)   5.3987 a.u.
   same from finite field     5.3988 a.u.
HF static A_perp (origin F)   1.3438 a.u.
   same from finite field     1.3438 a.u.
General HF-HF pair, origins at F:
  axis B = [ 0.597   0.0995 -0.796 ], n = [0.48 0.36 0.8 ]
  C6 formula 14.3308, unexpanded 14.3308 E_h a0^6
  C7 formula 24.9634, unexpanded 24.9634 E_h a0^7
  odd share of energy at 35 a0: 4.986e-02
  C7 averaged over both: -6.9e-16 E_h a0^7
  rms C7 over the same orientations: 20.750 E_h a0^7
H2-H2 pair: C7 = -2.6e-12 E_h a0^7, odd share 5.9e-14
HF-H2 pair, H2 fixed: C7 = 20.9727 E_h a0^7
HF with freely rotating H2, theta from F->H axis, origin F:
  theta   0 deg: C6 13.4164 E_h a0^6, C7 29.6849 E_h a0^7
  theta  60 deg: C6 11.8876 E_h a0^6, C7 8.7717 E_h a0^7
  theta  90 deg: C6 11.3780 E_h a0^6, C7 0.0000 E_h a0^7
  theta 120 deg: C6 11.8876 E_h a0^6, C7 -8.7717 E_h a0^7
  theta 180 deg: C6 13.4164 E_h a0^6, C7 -29.6849 E_h a0^7
  C6(0) = 1.2844e-78 J m^6
  C7(0) = 1.5039e-88 J m^7
origin moved to bond midpoint, d = 0.865 a0:
  C7(0)  = -39.9464 E_h a0^7
  -6 d C6(0) = -69.6313 E_h a0^7
  C7(60) = -20.7543 E_h a0^7
  change at 60 deg, part in C6:       -30.8484 E_h a0^7
  change at 60 deg, part in dC6/dtheta: 1.3224 E_h a0^7
collinear dispersion centre: 0.3688 a0 from F towards H
  C7(60) about that centre: -3.8157 E_h a0^7
collinear energies, H2 at 20 a0 from F on the H side:
  F nucleus: E6 -209.632, E7 -23.191, sum -232.823 nE_h
  midpoint: E6 -273.317, E7 42.528, sum -230.788 nE_h
```
